# The ordering jump of Cu3Au and its Born disorder resistivity: a numerical check

```python
"""
Bragg-Williams ordering of Cu3Au and the drop in Born disorder resistivity.
Result under test: at fixed composition 1/4 the order parameter S jumps from 0
to S_c at a first-order transition, and the disorder resistivity, proportional
to 1 - S^2, drops there by the fraction S_c^2.
Symbols: pa, pb = Au occupancy of the Au sublattice and of the three Cu
sublattices; V = nearest-neighbour ordering energy; t = kT/V; energies of the
lattice model are in units of V per atom; dU = Au-Cu site potential difference.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import xlogy, logit, comb

rng = np.random.default_rng(7)


def h(p):
    return xlogy(p, p) + xlogy(1 - p, 1 - p)


def occupancies(S):
    return (1 + 3 * S) / 4, (1 - S) / 4


def f_sub(pa, pb, t):
    return 3 * pa * pb + 3 * pb**2 + t * (h(pa) + 3 * h(pb)) / 4


def f_bw(S, t):
    return f_sub(*occupancies(S), t)


def log_ratio(S):
    return np.log((1 + 3 * S) * (3 + S) / (3 * (1 - S)**2))


def ordered_min(t):
    r = minimize_scalar(lambda S: f_bw(S, t), bounds=(0.35, 0.99),
                        method="bounded", options={"xatol": 1e-10})
    return r.x, r.fun


# ---------- lattice energy from an explicit sum over bonds ----------
def lattice_occupancy(S, n):
    i, j, k = np.indices((n, n, n))
    fcc = (i + j + k) % 2 == 0
    alpha = (i % 2 == 0) & (j % 2 == 0) & (k % 2 == 0)
    pa, pb = occupancies(S)
    return np.where(alpha, pa, pb) * fcc, fcc


half_shell = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]
for S in (0.0, 0.3, 0.8):
    p, fcc = lattice_occupancy(S, 8)
    bond_sum = sum((p * np.roll(p, s, axis=(0, 1, 2))).sum() for s in half_shell)
    assert abs(bond_sum / fcc.sum() - 3 / 8 * (1 - S**2)) < 1e-12

# ---------- transition: derived condition against direct minimisation ----------
def equal_f(S):
    pa, pb = occupancies(S)
    return (h(pa) + 3 * h(pb)) / 4 - h(0.25) - 3 / 32 * S * log_ratio(S)


S_c = brentq(equal_f, 0.2, 0.9, xtol=1e-13)
t_c = 4 * S_c / log_ratio(S_c)
t_direct = brentq(lambda t: ordered_min(t)[1] - f_bw(0.0, t), 0.76, 0.90, xtol=1e-12)
assert abs(t_direct - t_c) < 1e-7
assert abs(ordered_min(t_direct)[0] - S_c) < 1e-4

# stability limits of the disordered and ordered states
d = 1e-3
for t, sign in ((0.745, -1), (0.755, 1)):
    curvature = (f_bw(d, t) + f_bw(-d, t) - 2 * f_bw(0.0, t)) / d**2
    assert np.sign(curvature) == sign
fold = minimize_scalar(lambda S: -4 * S / log_ratio(S), bounds=(0.1, 0.7),
                       method="bounded", options={"xatol": 1e-9})
t_fold = -fold.fun
S_grid = np.linspace(0.05, 0.95, 3001)
assert np.any(np.diff(f_bw(S_grid, t_fold - 5e-4)) < 0)
assert np.all(np.diff(f_bw(S_grid, t_fold + 5e-4)) > 0)
assert 0.75 < t_c < t_fold

# latent heat against a finite-difference entropy jump
latent = 3 / 8 * S_c**2
d = 2e-4
gap_f = [ordered_min(t)[1] - f_bw(0.0, t) for t in (t_c - d, t_c + d)]
assert abs(t_c * (gap_f[1] - gap_f[0]) / (2 * d) / latent - 1) < 5e-3
barrier = np.max(f_bw(np.linspace(0, S_c, 4001), t_c)) - f_bw(0.0, t_c)

# four independent sublattices at composition 1/4: is this the right structure?
g = np.arange(0.01, 1.0, 0.01)
x, y, z = np.meshgrid(g, g, g, indexing="ij")
w = 1 - x - y - z
good = w > 1e-6
quads = np.array([x[good], y[good], z[good], w[good]])


def f_four(p, t):
    return (p.sum(0)**2 - (p**2).sum(0)) / 2 + t * h(p).sum(0) / 4


assert f_four(quads, t_c).min() - f_bw(0.0, t_c) > -1e-6
f_all = f_four(quads, 0.78)
best = np.sort(quads[:, np.argmin(f_all)])
assert best[2] - best[0] < 0.03 and best[3] - best[2] > 0.4
assert abs(f_all.min() - ordered_min(0.78)[1]) < 1e-3

# ---------- two-phase interval when atoms may partition ----------
def f_dis(c, t):
    return 6 * c**2 + t * h(c)


def distance_upper(t):
    mu = 12 * 0.25 + t * logit(0.25)

    def dist(v):
        pa, pb = v[0] + v[1], v[1]
        return f_sub(pa, pb, t) - f_dis(0.25, t) - mu * ((pa + 3 * pb) / 4 - 0.25)
    r = minimize(dist, [0.46, 0.145], method="L-BFGS-B",
                 bounds=[(0.3, 0.74), (0.02, 0.25)],
                 options={"ftol": 1e-15, "gtol": 1e-9})
    return r.fun


def distance_lower(t):
    S, f_o = ordered_min(t)
    pa, pb = occupancies(S)
    mu = 4 * (3 * pb + t / 4 * logit(pa))
    r = minimize_scalar(lambda c: f_dis(c, t) - f_o - mu * (c - 0.25),
                        bounds=(0.15, 0.25), method="bounded",
                        options={"xatol": 1e-9})
    return r.fun


t_up = brentq(distance_upper, 0.81, 0.86, xtol=1e-8)
t_low = brentq(distance_lower, 0.76, t_c, xtol=1e-8)
S_low = ordered_min(t_low)[0]
assert t_low < t_c < t_up
# no four-sublattice state lies below the tangent at the upper limit
g = np.linspace(0.01, 0.99, 41)
p4 = np.array(np.meshgrid(g, g, g, g, indexing="ij")).reshape(4, -1)
mu_up = 3 + t_up * logit(0.25)
tangent = f_dis(0.25, t_up) + mu_up * (p4.mean(0) - 0.25)
assert (f_four(p4, t_up) - tangent).min() > -1e-6
del p4, tangent

# ---------- Born scattering from random alloys, with transport weight ----------
n = 16                                  # 8 cubic cells along each edge
kF_a = (12 * np.pi**2)**(1 / 3)         # kF times lattice constant, 1 electron/atom
m = np.array(np.meshgrid(*[np.arange(-13, 14)] * 3, indexing="ij")).reshape(3, -1)
length = np.sqrt((m**2).sum(0))
keep = (length < 2 * kF_a * 8 / (2 * np.pi)) & ~np.all(m % 8 == 0, axis=0)
m, weight = m[:, keep] % n, length[keep]


def diffuse_power(S, samples=600):
    p, fcc = lattice_occupancy(S, n)
    power, amplitude = np.zeros(p.shape), np.zeros(p.shape, complex)
    for _ in range(samples):
        a = np.fft.fftn((rng.random(p.shape) < p).astype(float))
        power += np.abs(a)**2
        amplitude += a
    sites = fcc.sum() * samples
    transport = (weight * power[m[0], m[1], m[2]]).sum() / weight.sum() / sites
    return transport, abs(amplitude[8, 0, 0]) / sites


power_dis, _ = diffuse_power(0.0)
power_ord, bragg = diffuse_power(S_c)
assert abs(power_dis / (3 / 16) - 1) < 0.012
assert abs(power_ord / power_dis - (1 - S_c**2)) < 0.015
assert abs(bragg - S_c / 4) < 0.003
drop = S_c**2
drop_sampled = 1 - power_ord / power_dis

# density of states per spin and site, from a count of plane waves
r2 = (np.array(np.meshgrid(*[np.arange(-43, 44)] * 3))**2).sum(0)
R2, e = 40.0**2, 0.05
count = [(r2 < R2 * s).sum() for s in (1 - e, 1, 1 + e)]
assert abs((count[2] - count[0]) / (2 * e) / (2 * count[1]) / 0.75 - 1) < 0.01

# ---------- worked example in laboratory units ----------
V, a_nm, dU, rho_phonon = 0.070, 0.375, 1.0, 4.0   # eV, nm, eV, microohm cm
kB = sc.k / sc.e
kelvin = V / kB
kF = kF_a / a_nm                                   # 1/nm
hb2m = sc.hbar**2 / sc.m_e / sc.e * 1e18           # eV nm^2
EF = hb2m * kF**2 / 2
dos = 3 / (4 * EF)
width = 2 * np.pi * dos * dU**2 * 3 / 16           # hbar/tau, disordered, eV
tau = sc.hbar / (width * sc.e)
density = 4 / (a_nm * 1e-9)**3
rho0 = sc.m_e / (density * sc.e**2 * tau) * 1e8    # microohm cm
path = sc.hbar * kF * 1e9 / sc.m_e * tau * 1e9     # nm
rho1 = rho0 * (1 - drop)
drop_total = (rho0 - rho1) / (rho0 + rho_phonon)

# ---------- neglected: superlattice gaps ----------
def drude_loss(U, G, gamma):
    """Two-wave loss of integral v^2 dk for planes +-G/2, with hbar^2/m = 1."""
    r = 2 * U / gamma
    return np.pi * U * G * r / np.sqrt(1 + r * r)


U, G, gamma = 0.01, 2.0, 0.015
s = np.linspace(-9, 9, 6001)
k = G / 2 + 2 * U / G * np.sinh(s)
H = np.zeros((s.size, 2, 2))
H[:, 0, 0], H[:, 1, 1] = k**2 / 2, (k - G)**2 / 2
H[:, 0, 1] = H[:, 1, 0] = U
E, C = np.linalg.eigh(H)
vel = np.einsum("sia,si,sib->sab", C, np.stack([k, k - G], 1), C)
split = E[:, :, None] - E[:, None, :]
kept = (vel**2 / (1 + (split / gamma)**2)).sum((1, 2))
lost = (k**2 + (k - G)**2 - kept) * 2 * U / G * np.cosh(s)
lost = ((lost[1:] + lost[:-1]) / 2 * np.diff(s)).sum()
assert abs(lost / drude_loss(U, G, gamma) - 1) < 2e-3

U_gap = S_c * dU / 4
G1 = 2 * np.pi / a_nm
assert np.sqrt(2) * G1 / 2 < kF < np.sqrt(5) * G1 / 2   # only {100},{110} cut
width1 = width * (1 - drop)
loss = sum(mult * drude_loss(U_gap / hb2m, Gn, width1 / hb2m)
           for mult, Gn in ((3, G1), (6, np.sqrt(2) * G1))) / (2 * kF**3)
drop_gaps = 1 - (1 - drop) / (1 - loss)

# ---------- neglected: repeated scattering on one site ----------
def unitary_power(S):
    total = 0.0
    for share, p in zip((0.25, 0.75), occupancies(S)):
        for prob, u in ((p, (1 - p) * dU), (1 - p, -p * dU)):
            total += share * prob * u**2 / (1 + (np.pi * dos * u)**2)
    return total


drop_unitary = 1 - unitary_power(S_c) / unitary_power(0.0)
unitary_change = 1 - unitary_power(0.0) / (3 / 16 * dU**2)

# ---------- neglected: correlations, quasi-chemical tetrahedron ----------
na = np.repeat([0, 1], 4)
nb = np.tile(np.arange(4), 2)
log_mult = np.log(comb(3, nb))
pairs = (na + nb) * (na + nb - 1) / 2
numbers = np.array([na, nb], float)


def tetrahedron(S, t):
    """Free energy per atom and Au-Au bonds per atom at given order."""
    pa, pb = occupancies(S)
    target = np.array([pa, 3 * pb])

    def weights(lam):
        x = log_mult - pairs / t + lam @ numbers
        top = x.max()
        q = np.exp(x - top)
        return q / q.sum(), top + np.log(q.sum())

    def dual(lam):
        return weights(lam)[1] - lam @ target

    def grad(lam):
        return numbers @ weights(lam)[0] - target

    def hess(lam):
        q = weights(lam)[0]
        mean = numbers @ q
        return (numbers * q) @ numbers.T - np.outer(mean, mean)
    r = minimize(dual, [logit(pa), logit(pb)], jac=grad, hess=hess,
                 method="trust-exact", options={"gtol": 1e-8, "maxiter": 100})
    assert np.abs(grad(r.x)).max() < 1e-5
    return -t * r.fun - 3 * t * (h(pa) + 3 * h(pb)) / 4, weights(r.x)[0] @ pairs


for S in (0.0, 0.6):                      # must merge with mean field when hot
    assert abs(tetrahedron(S, 50.0)[0] - f_bw(S, 50.0)) < 5e-3


def tetra_ordered(t):
    grid = np.linspace(0.3, 0.99, 24)
    i = int(np.argmin([tetrahedron(S, t)[0] for S in grid]))
    lo, hi = grid[max(i - 1, 0)], grid[min(i + 1, 23)]
    r = minimize_scalar(lambda S: tetrahedron(S, t)[0], bounds=(lo, hi),
                        method="bounded", options={"xatol": 1e-6})
    return r.x, r.fun


t_tet = brentq(lambda t: tetra_ordered(t)[1] - tetrahedron(0.0, t)[0],
               0.35, 0.55, xtol=1e-6)
S_tet = tetra_ordered(t_tet)[0]
assert S_tet > S_c and t_tet < t_c
sro = (tetrahedron(0.0, t_tet)[1] / 6 - 1 / 16) / (3 / 16)
y = 2 * kF_a / np.sqrt(2)                 # 2 kF times neighbour distance
shell = 4 / y**4 * quad(lambda q: q**2 * np.sin(q), 0, y)[0]
sro_change = 12 * sro * shell

# ---------- output ----------
pa_c, pb_c = occupancies(S_c)
print(f"Order parameter just below transition S_c = {S_c:.4f}")
print(f"Transition kTc/V = {t_c:.4f}; by direct minimisation {t_direct:.4f}")
print(f"L(S_c) = {log_ratio(S_c):.4f}")
print(f"Au occupancy at S_c: Au sites {pa_c:.4f}, Cu sites {pb_c:.4f}")
print(f"Ordered state exists up to kT/V = {t_fold:.4f}, S there = {fold.x:.4f}")
print(f"Fractional drop of Born disorder resistivity = {100 * drop:.2f} %")
print(f"Same drop from sampled random alloys = {100 * drop_sampled:.1f} %")
print(f"Input V = {1e3 * V:.0f} meV, a = {a_nm:.3f} nm, dU = {dU:.1f} eV")
print(f"Transition temperature Tc = {t_c * kelvin:.1f} K")
print(f"Disordered state unstable below {0.75 * kelvin:.1f} K")
print(f"Ordered state unstable above {t_fold * kelvin:.1f} K")
print(f"Latent heat = {1e3 * V * latent:.2f} meV per atom")
print(f"Entropy jump = {latent / t_c:.4f} k per atom")
print(f"Barrier at Tc = {1e3 * V * barrier:.4f} meV per atom")
for frac in (0.98, 0.95, 0.90):
    S = ordered_min(frac * t_c)[0]
    print(f"At T = {frac:.2f} Tc: S = {S:.4f}, rho/rho0 = {1 - S * S:.4f}")
print(f"Fermi wavevector = {kF:.2f} 1/nm, Fermi energy = {EF:.2f} eV")
print(f"States per spin and site = {dos:.4f} 1/eV")
print(f"Disordered hbar/tau = {width:.4f} eV, tau = {tau * 1e15:.2f} fs")
print(f"Mean free path = {path:.2f} nm, kF*path = {kF * path:.0f}")
print(f"Disorder resistivity above Tc = {rho0:.2f} microohm cm")
print(f"Disorder resistivity below Tc = {rho1:.2f} microohm cm")
print(f"Rough phonon part (input) = {rho_phonon:.1f} microohm cm")
print(f"Drop of total resistivity = {100 * drop_total:.1f} %")
print(f"Two-phase interval: {t_low * kelvin:.1f} K to {t_up * kelvin:.1f} K")
print(f"At its lower end S = {S_low:.4f}, S^2 = {S_low**2:.4f}")
print(f"Superlattice gap 2U = {2 * U_gap:.4f} eV")
print(f"Ordered hbar/tau = {width1:.4f} eV")
print(f"Drude weight lost to gaps (estimate) = {100 * loss:.1f} %")
print(f"Net disorder drop with gaps (estimate) = {100 * drop_gaps:.1f} %")
print(f"On-site unitarity lowers rho0 by {100 * unitary_change:.1f} %")
print(f"Drop with on-site unitarity = {100 * drop_unitary:.1f} %")
print(f"Tetrahedron approximation: kTc/V = {t_tet:.4f}")
print(f"Tetrahedron Tc for the same V = {t_tet * kelvin:.0f} K")
print(f"V for Bragg-Williams Tc = {1e3 * V * t_c / t_tet:.0f} meV (tetrahedron)")
print(f"Tetrahedron jump S = {S_tet:.4f}, S^2 = {S_tet**2:.4f}")
print(f"Nearest-shell short-range order above Tc = {sro:.4f}")
print(f"Its change of rho0 (nearest shell only) = {100 * sro_change:+.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Order parameter just below transition S_c = 0.4636
Transition kTc/V = 0.8201; by direct minimisation 0.8201
L(S_c) = 2.2610
Au occupancy at S_c: Au sites 0.5977, Cu sites 0.1341
Ordered state exists up to kT/V = 0.8285, S there = 0.3455
Fractional drop of Born disorder resistivity = 21.49 %
Same drop from sampled random alloys = 21.5 %
Input V = 70 meV, a = 0.375 nm, dU = 1.0 eV
Transition temperature Tc = 666.2 K
Disordered state unstable below 609.2 K
Ordered state unstable above 673.0 K
Latent heat = 5.64 meV per atom
Entropy jump = 0.0983 k per atom
Barrier at Tc = 0.0290 meV per atom
At T = 0.98 Tc: S = 0.5469, rho/rho0 = 0.7009
At T = 0.95 Tc: S = 0.6261, rho/rho0 = 0.6080
At T = 0.90 Tc: S = 0.7166, rho/rho0 = 0.4865
Fermi wavevector = 13.10 1/nm, Fermi energy = 6.53 eV
States per spin and site = 0.1148 1/eV
Disordered hbar/tau = 0.1352 eV, tau = 4.87 fs
Mean free path = 7.38 nm, kF*path = 97
Disorder resistivity above Tc = 9.61 microohm cm
Disorder resistivity below Tc = 7.55 microohm cm
Rough phonon part (input) = 4.0 microohm cm
Drop of total resistivity = 15.2 %
Two-phase interval: 656.6 K to 673.1 K
At its lower end S = 0.5277, S^2 = 0.2785
Superlattice gap 2U = 0.2318 eV
Ordered hbar/tau = 0.1062 eV
Drude weight lost to gaps (estimate) = 18.6 %
Net disorder drop with gaps (estimate) = 3.5 %
On-site unitarity lowers rho0 by 5.3 %
Drop with on-site unitarity = 22.1 %
Tetrahedron approximation: kTc/V = 0.4111
Tetrahedron Tc for the same V = 334 K
V for Bragg-Williams Tc = 140 meV (tetrahedron)
Tetrahedron jump S = 0.9558, S^2 = 0.9135
Nearest-shell short-range order above Tc = -0.2134
Its change of rho0 (nearest shell only) = +13.2 %
ALL CHECKS PASSED
```
